# The axial anomaly from point splitting and from level flow

Take a Dirac field of mass \(m=0.5\) in four Euclidean dimensions, in a uniform background \(F_{12}=1\), \(F_{34}=0.5\), in natural units. Nothing gauge-invariant depends on position, so the axial current has zero divergence. The classical field equations equate that divergence to \(2m\bar\psi\gamma_5\psi\), which should then vanish on average. Instead, with the two fields separated by 0.05 and joined by a Wilson line, its average is \(-0.02529\). This value comes from the propagator in the uniform field, written as a proper-time integral and summed numerically. Something must supply \(+0.02529\).

## Conventions and result

The charge \(q\) is absorbed in a smooth, classical, abelian field \(A_\mu\). The action is \(\int\bar\psi(\gamma_\mu D_\mu+m)\psi\), with

\[
D_\mu=\partial_\mu-iA_\mu,\quad F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu,\quad \{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}.
\]

In two dimensions \(\gamma_5=-i\gamma_1\gamma_2\), and in four \(\gamma_5=-\gamma_1\gamma_2\gamma_3\gamma_4\); \(\epsilon_{12}=\epsilon_{1234}=1\). A slash denotes contraction with \(\gamma_\mu\). The result is

\[
\partial_\mu\langle J^5_\mu\rangle=2m\langle\bar\psi\gamma_5\psi\rangle+
\begin{cases}\dfrac{1}{2\pi}\epsilon_{\mu\nu}F_{\mu\nu}&(2\text{D})\\[2mm]
\dfrac{1}{16\pi^2}\epsilon_{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}&(4\text{D}).\end{cases}
\]

## First derivation: short distances

**The split current.** A product of fields at one point is singular. Separate them symmetrically about \(x\), writing \(x_\pm=x\pm\eta/2\):

\[
J^5_\mu(x;\eta)=\bar\psi(x_+)\gamma_\mu\gamma_5\,U\,\psi(x_-),\qquad
U=\exp\Big(i\int_{x_-}^{x_+}A\cdot dz\Big),
\]

with a straight path. Under \(\psi\to e^{i\alpha}\psi\), \(A\to A+\partial\alpha\), the change of \(U\) cancels the phases of the fields.

The field equations are \(\partial\!\!\!/\psi=(iA\!\!\!/-m)\psi\) and \(\partial_\mu\bar\psi\,\gamma_\mu=\bar\psi(m-iA\!\!\!/)\). Since \(\gamma_\mu\gamma_5=-\gamma_5\gamma_\mu\), the derivative of \(\psi\) contributes

\[
\gamma_\mu\gamma_5\partial_\mu\psi=-\gamma_5(iA\!\!\!/-m)\psi=(iA\!\!\!/\gamma_5+m\gamma_5)\psi .
\]

The potentials at the two ends therefore enter as \(-i[A_\mu(x_+)-A_\mu(x_-)]\). With \(s\) running along the segment,

\[
\begin{aligned}
A_\mu(x_+)-A_\mu(x_-)&=\eta_\nu\int_{-1/2}^{1/2}ds\,\partial_\nu A_\mu(x+s\eta),\\
\partial_\mu\int A\cdot dz&=\eta_\nu\int_{-1/2}^{1/2}ds\,\partial_\mu A_\nu(x+s\eta).
\end{aligned}
\]

The second line, multiplied by \(i\), is the contribution of \(U\). Adding everything gives, at finite \(\eta\),

\[
\partial_\mu J^5_\mu=i\eta_\nu\bar F_{\mu\nu}J^5_\mu+2m\,\bar\psi(x_+)\gamma_5U\psi(x_-),
\]

where \(\bar F\) is the mean of \(F\) on the segment. The midpoint choice removes the linear correction, so \(\bar F=F(x)+O(\eta^2)\). The first term carries a factor \(\eta\); it survives if the current grows as \(1/|\eta|\).

Let \(S(u,v)=\langle\psi(u)\bar\psi(v)\rangle=U(u,v)G(u,v)\), which strips the propagator of its line. Reordering the anticommuting fields gives a minus sign:

\[
\langle J^5_\mu\rangle=-\mathrm{tr}[\gamma_\mu\gamma_5G(-\eta)] .
\]

The argument of \(G\) is \(r=x_--x_+=-\eta\); its dependence on \(x\) is left implicit.

**Two dimensions.** Since \(\nabla^2\ln r=2\pi\delta\), the leading propagator is \(G_0=\partial\!\!\!/\ln r/(2\pi)=r\!\!\!/\,/(2\pi r^2)\). From \(\gamma_5\gamma_1\gamma_2=i\) one has \(\mathrm{tr}(\gamma_\mu\gamma_5\gamma_\nu)=\mathrm{tr}(\gamma_5\gamma_\nu\gamma_\mu)=2i\epsilon_{\nu\mu}\). Thus

\[
\langle J^5_\mu\rangle\simeq\frac{i\epsilon_{\lambda\mu}\eta_\lambda}{\pi\eta^2},\qquad
i\eta_\nu F_{\mu\nu}\langle J^5_\mu\rangle\to-\frac{\eta_\nu\eta_\lambda}{\pi\eta^2}F_{\mu\nu}\epsilon_{\lambda\mu}.
\]

With \(F_{\mu\nu}=F_{12}\epsilon_{\mu\nu}\) and \(\epsilon_{\mu\nu}\epsilon_{\lambda\mu}=-\delta_{\nu\lambda}\), this is \(F_{12}/\pi\) for every direction of \(\eta\). Less singular terms of \(G\) vanish after multiplication by \(\eta\).

A varying field shows the limit at work. For \(m=0\) take

\[
A_1=\partial_2\varphi+\partial_1\chi,\quad A_2=-\partial_1\varphi+\partial_2\chi,\quad F_{12}=-\nabla^2\varphi .
\]

Because \(\gamma_1\gamma_5=-i\gamma_2\) and \(\gamma_2\gamma_5=i\gamma_1\), the \(\varphi\) part of \(iA\!\!\!/\) is \(\gamma_\mu\gamma_5\partial_\mu\varphi\). Hence \(D\!\!\!\!/=e^{i\chi-\gamma_5\varphi}\partial\!\!\!/e^{-i\chi-\gamma_5\varphi}\), and its inverse is

\[
S(u,v)=e^{i\chi(u)+\gamma_5\varphi(u)}G_0(u-v)e^{-i\chi(v)+\gamma_5\varphi(v)} .
\]

Choose \(\varphi=e^{-x^2/2}\), \(\chi=0.2x_1^2+0.3x_1x_2\) and the point \((0.5,0.3)\). There \(x^2=0.34\), so \(F_{12}=(2-0.34)e^{-0.17}=1.4005\) and \(F_{12}/\pi=0.44579\). Averaging the split current over 16 directions and differentiating it numerically gives 0.44091, 0.44458, 0.44549 and 0.44571 at \(|\eta|=0.4,0.2,0.1,0.05\). The deviation falls about fourfold at each halving, as an \(\eta^2\) correction does.

**What the line and the average do.** Without \(U\), only the end-point potentials remain, and the divergence is \(-i\eta_\nu\partial_\nu A_\mu J^5_\mu\) at leading order. Averaging with \(\langle\eta_\nu\eta_\lambda\rangle=\eta^2\delta_{\nu\lambda}/2\) gives

\[
\frac{\epsilon_{\lambda\mu}\eta_\nu\eta_\lambda\partial_\nu A_\mu}{\pi\eta^2}\to\frac{\epsilon_{\nu\mu}\partial_\nu A_\mu}{2\pi}=\frac{F_{12}}{2\pi},
\]

half the anomaly; the numerical value at \(|\eta|=0.05\) is 0.22283, against 0.22289. The vector current suffers too. Its leading value is \(\eta_\mu/(\pi\eta^2)\), so without the line its averaged divergence tends to \(-i\,\partial\cdot A/(2\pi)\), which depends on the gauge. Here \(\partial\cdot A=0.4\) and the numerical divergence is \(-0.0637i\). With the line, the same term is \(i\eta_\nu\bar F_{\mu\nu}\eta_\mu/(\pi\eta^2)=0\) by antisymmetry.

The average is needed for the current itself, whose leading part diverges as \(1/|\eta|\) but is odd in \(\eta\). To find what is left, set \(\chi=0\), which is allowed because the current with its line is gauge-invariant. Moving the left exponential through \(G_0\) turns the propagator into \(G_0(-\eta)(1+\gamma_5\,\eta\cdot\partial\varphi+\dots)\). The second term contributes \(-\eta_\mu\,\eta\cdot\partial\varphi/(\pi\eta^2)\), with average \(-\partial_\mu\varphi/(2\pi)\). The factor \(i\eta\cdot A\) from \(U\) multiplies the leading current and averages to \(-\epsilon_{\nu\mu}A_\nu/(2\pi)\). Since \(A_\nu=\epsilon_{\nu\rho}\partial_\rho\varphi\), this is again \(-\partial_\mu\varphi/(2\pi)\). The finite current is therefore \(-\partial_\mu\varphi/\pi\), and its divergence is \(F_{12}/\pi\).

**Four dimensions.** Now \(G_0=r\!\!\!/\,/(2\pi^2r^4)\), because \(\nabla^2[-1/(4\pi^2r^2)]=\delta\). One gamma matrix has no trace with \(\gamma_\mu\gamma_5\), so the background must supply two more. Near one end of the segment use the Fock–Schwinger gauge \(A_\nu=\tfrac12r_\mu F_{\mu\nu}\). Then \(r\cdot A=0\), the radial line equals one, and the first correction obeys

\[
\partial\!\!\!/G_1=iA\!\!\!/G_0=\frac{i}{4\pi^2r^4}\,r_\mu F_{\mu\nu}\gamma_\nu r\!\!\!/ .
\]

Let \(\Sigma=\tfrac12F_{\alpha\beta}\gamma_\alpha\gamma_\beta\) and try \(G_1=c\,(r\!\!\!/\Sigma+\Sigma r\!\!\!/)/r^2\). Since \(\gamma_\mu\gamma_\alpha\gamma_\beta\gamma_\mu=4\delta_{\alpha\beta}\), one has \(\gamma_\mu\Sigma\gamma_\mu=0\), and the derivative of the bracket is \(4\Sigma\). With \(\partial\!\!\!/(1/r^2)=-2r\!\!\!/\,/r^4\) and \(r\!\!\!/^2=r^2\),

\[
\begin{aligned}
\partial\!\!\!/\,\frac{r\!\!\!/\Sigma+\Sigma r\!\!\!/}{r^2}
&=\frac{4\Sigma}{r^2}-\frac{2r^2\Sigma+2r\!\!\!/\Sigma r\!\!\!/}{r^4}\\
&=\frac{2}{r^4}(\Sigma r\!\!\!/-r\!\!\!/\Sigma)r\!\!\!/
=-\frac{4}{r^4}\,r_\mu F_{\mu\nu}\gamma_\nu r\!\!\!/ .
\end{aligned}
\]

The last step uses \([\gamma_\alpha\gamma_\beta,\gamma_\lambda]=2\gamma_\alpha\delta_{\beta\lambda}-2\delta_{\alpha\lambda}\gamma_\beta\). Comparison gives \(c=-i/(16\pi^2)\). A free solution could be added, but such solutions are either regular at \(r=0\) or at least as singular as \(r^{-3}\), and neither kind changes the \(1/r\) term.

The other terms drop out. The mass correction \(m^2r\!\!\!/\,/r^2\) has one gamma matrix, and terms odd in \(m\) have an even number; neither has an axial trace. By dimensional analysis, a derivative of \(F\) comes with \(r^0\), at most times a logarithm, and vanishes after multiplication by \(\eta\).

From \((\gamma_1\gamma_2\gamma_3\gamma_4)^2=1\) follows \(\mathrm{tr}(\gamma_5\gamma_\mu\gamma_\nu\gamma_\rho\gamma_\sigma)=-4\epsilon_{\mu\nu\rho\sigma}\). Moving \(\gamma_\mu\) past three matrices then gives \(\mathrm{tr}(\gamma_\mu\gamma_5\{\eta\!\!\!/,\Sigma\})=4\epsilon_{\mu\lambda\alpha\beta}\eta_\lambda F_{\alpha\beta}\). Since \(G_1(-\eta)=+i\{\eta\!\!\!/,\Sigma\}/(16\pi^2\eta^2)\),

\[
\langle J^5_\mu\rangle\simeq-\frac{i}{4\pi^2\eta^2}\epsilon_{\mu\lambda\alpha\beta}\eta_\lambda F_{\alpha\beta}
=-\frac{i}{2\pi^2\eta^2}\tilde F_{\mu\lambda}\eta_\lambda,
\qquad \tilde F_{\mu\lambda}=\tfrac12\epsilon_{\mu\lambda\alpha\beta}F_{\alpha\beta}.
\]

The anomaly term is \(\eta_\nu\eta_\lambda F_{\mu\nu}\tilde F_{\mu\lambda}/(2\pi^2\eta^2)\). A rotation brings any real \(F\) to the form \(F_{12}=a\), \(F_{34}=b\), for which \(\tilde F_{12}=b\), \(\tilde F_{34}=a\) and \(F_{\mu\nu}\tilde F_{\mu\lambda}=ab\,\delta_{\nu\lambda}\). The direction of \(\eta\) drops out again:

\[
i\eta_\nu F_{\mu\nu}\langle J^5_\mu\rangle\to\frac{ab}{2\pi^2}
=\frac{1}{16\pi^2}\epsilon_{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}.
\]

The average removes the odd \(1/|\eta|\) part of the current, as before. A local, averaged term of order \(\eta^0\) or \(\ln|\eta|\) linear in \(F\) would be proportional to \(\epsilon_{\mu\lambda\alpha\beta}\partial_\lambda F_{\alpha\beta}\), which vanishes by the Bianchi identity.

In the opening example \(ab/(2\pi^2)=0.5/(2\pi^2)=0.02533\). At finite separation the value depends on the direction of \(\eta\). For \(\eta\) along \((1,2,-1,1.5)\), at \(|\eta|=0.4\) and 0.05 the anomaly term is 0.02377 and 0.02529, which is 6% and 0.2% below the limit. The mass term is its negative at each separation, since the total divergence of a uniform current is zero.

## Second derivation: moving levels

Let \(x_4=it\), so that \(\partial_4=-i\partial_t\) and \(F_{j4}=-iqE_j\). The Euclidean matrices are \(\gamma_4=\gamma^0\) and \(\gamma_j=-i\gamma^j\), hence \(\partial_\mu J^5_\mu=-i(\partial_t\rho_5+\nabla\cdot\mathbf j_5)\). With these matrices \(\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3\), which is \(+1\) on right-handed fermions, and with \(F_{12}=qB_3\) and its cyclic partners the anomaly density is \(-iq^2\mathbf E\cdot\mathbf B/(2\pi^2)\). In two dimensions the same steps with \(x_2=it\) give \(F_{12}=-iqE\) and \(\gamma_5=\gamma^0\gamma^1\), which is \(+1\) on right movers. The common factor \(-i\) cancels, and at \(m=0\) the claims become

\[
\partial_t\rho_5+\partial_xj_5=\frac{qE}{\pi},\qquad
\partial_t\rho_5+\nabla\cdot\mathbf j_5=\frac{q^2}{2\pi^2}\mathbf E\cdot\mathbf B .
\]

Here \(\rho_5\) is the density of right-handed minus left-handed charge, in units of \(q\); in one space dimension these are right and left movers. Both claims can be obtained by counting levels.

**One space dimension.** On a ring of length \(L\), a uniform force \(qE\) shifts each kinetic momentum to \(p_n=2\pi n/L+qEt\). Right movers have energy \(p_n\), left movers \(-p_n\). Symmetric ordering assigns \(+\tfrac12\) to a filled level and \(-\tfrac12\) to an empty one. With negative energies filled and a cutoff \(s\) on the energy \(\omega\), the right-moving charge is \(Q_R=-\tfrac12\sum\mathrm{sgn}(\omega)e^{-s|\omega|}\). Put \(a=qELt/2\pi\) and \(\delta=2\pi s/L\). For \(0<a<1\),

\[
\sum\mathrm{sgn}(\omega)e^{-s|\omega|}=\frac{e^{-\delta a}-e^{-\delta(1-a)}}{1-e^{-\delta}}\to1-2a .
\]

So \(Q_R=a-\tfrac12\). Left movers have the opposite energies and \(Q_L=\tfrac12-a\). The total charge stays constant, while

\[
\frac{d}{dt}(Q_R-Q_L)=2\frac{da}{dt}=\frac{qEL}{\pi} .
\]

When a filled level crosses zero it stays filled, so the linear growth continues. For \(L=5\), \(qE=0.3\) and times from 1 to 3, the predicted change is \(0.3\times5\times2/\pi=0.9549\); direct summation over 80,001 damped levels agrees to these digits. No level crosses zero in this interval. The change comes from levels moving through the cutoff: half from filled levels deep in the sea and half from empty levels far above zero, since the two terms of the sum change at equal rates. A cutoff on the label \(n\), which is not gauge-invariant, would give no change here, because no sign changes.

**Three space dimensions.** Add a magnetic field with \(qB>0\) along axis 3, parallel to \(\mathbf E\). Right-handed fermions have \(H=\boldsymbol\sigma\cdot\boldsymbol\pi\), where the kinetic momenta obey \([\pi_1,\pi_2]=iqB\). Therefore

\[
H^2=\pi_3^2+\pi_1^2+\pi_2^2-qB\sigma_3 .
\]

The commutator makes \(\pi_1^2+\pi_2^2\) an oscillator with values \(qB(2n+1)\). Its lowest value is cancelled for spin up, where \(H=+p_3\). The other levels come in pairs \(\pm\sqrt{p_3^2+2qBn}\), \(n\ge1\), which cancel in the charge sum. The lowest level is thus a one-dimensional right mover; for left-handed fermions \(H\) changes sign and it is a left mover.

To count its copies, take \(A_2=Bx_1\). The momentum \(k_2\) has spacing \(2\pi/L_2\) and fixes the orbit centre \(x_1=k_2/(qB)\). Centres inside \(0<x_1<L_1\) number \(qBL_1L_2/(2\pi)\), hence

\[
\frac{d\rho_5}{dt}=\frac{qE}{\pi}\cdot\frac{qB}{2\pi}=\frac{q^2EB}{2\pi^2}.
\]

In SI units each momentum becomes a wave number, which supplies \(1/\hbar\) per factor of charge. For one massless Dirac fermion of charge \(e\), with \(E=1\) V/m parallel to \(B=1\) T, the two factors are

\[
\frac{eE}{\pi\hbar}=4.836\times10^{14}\ \mathrm{m^{-1}s^{-1}},\qquad
\frac{eB}{2\pi\hbar}=2.418\times10^{14}\ \mathrm{m^{-2}} .
\]

Their product is \(1.169\times10^{29}\ \mathrm{m^{-3}s^{-1}}\), or \(1.169\times10^{23}\ \mathrm{cm^{-3}s^{-1}}\). The speed of light does not enter. This is the rate at which the density of right-handed minus left-handed fermions grows in the ideal model, without scattering between chiralities.

## What each derivation assumes

The first derivation is local. It allows varying fields and a mass, and it needs no spectrum. It assumes a smooth classical background and a state whose propagator has the short-distance form used above. The second assumes \(m=0\), uniform parallel fields and a known spectrum. In return it shows which levels carry the net chiral charge and fixes the sign physically. A mass mixes the two chiralities, so their levels can no longer be counted separately. Neither derivation treats a quantized gauge field.

Both depend on a gauge-invariant treatment of short distances: the Wilson line in one, the cutoff on kinetic energy in the other.

The Landau counting also explains why the mass term in the opening example does not disappear as \(m\to0\). Since \((D\!\!\!\!/+m)^{-1}=(m-D\!\!\!\!/)(m^2-D\!\!\!\!/^2)^{-1}\), and an odd number of gamma matrices has no trace with \(\gamma_5\),

\[
2m\langle\bar\psi\gamma_5\psi\rangle=-2m^2\,\mathrm{tr}\,\gamma_5\langle x|(m^2-D\!\!\!\!/^2)^{-1}|x\rangle .
\]

In each plane, \(-D\!\!\!\!/^2\) has levels \(2F_{12}n\) or \(2F_{34}n\). For \(n\ge1\) both spins occur and cancel under \(\gamma_5\). What remains are zero modes of density \((F_{12}/2\pi)(F_{34}/2\pi)\), each weighted by \(1/m^2\). The mass cancels, leaving \(-F_{12}F_{34}/(2\pi^2)=-0.02533\). A Euclidean mass term therefore need not vanish as \(m\to0\). It does vanish in the two-dimensional example, where \(D\!\!\!\!/\) has the inverse given above, but not in this uniform field, where zero modes of a single chirality remain. A real \(F_{34}\) corresponds to an imaginary \(E\), so this field is not the real-time problem of the second derivation, where \(m=0\) from the start and the occupied levels are followed in time.

Numerical values quoted here were computed with a short program.
